# Symmetry reduction of single and double Brillouin-zone sums at finite wavevector: a program that tests the result

```python
"""
Result under test: at fixed perturbation wavevector q, the k-sum of a response
is reduced by the small group of q (with a site matrix for covariant summands),
and a double sum over k, k' is reduced to k in the irreducible zone times k' in
the wedge of the little group of k.

Model: honeycomb lattice, one orbital per site, nearest-neighbour hopping t.
Symbols: hop = t (energy unit), mu = chemical potential, kT = temperature,
X[q, k] = 2x2 sublattice matrix whose k-average is the static density response
chi(q) per spin, in units 1/t. Wavevectors are in units of b1, b2.
chi_nn, chi_loc = density change on a neighbouring site, or on the same site,
per unit potential on one site; both are double sums over k and k'.
"""
import numpy as np

hop, mu, kT = 1.0, 0.5, 0.2
L = 12
lattice = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(lattice).T
tau = np.array([lattice.sum(0) / 3, 2 * lattice.sum(0) / 3])
bond_cells = np.array([[0, 0], [-1, 0], [0, -1]])   # cell of B minus cell of A
bonds = bond_cells @ lattice + tau[1] - tau[0]
assert np.allclose(np.linalg.norm(bonds, axis=1), 1 / np.sqrt(3))

# Point group: integer action on wavevectors and permutation of the two sites
k_ops, site_perms = [], []
for mirror in (1, -1):
    for turn in range(6):
        c, s = np.cos(turn * np.pi / 3), np.sin(turn * np.pi / 3)
        R = np.array([[c, -s], [s, c]]) @ np.diag([1, mirror])
        M = recip @ R.T @ np.linalg.inv(recip)
        assert np.allclose(M, np.rint(M))
        k_ops.append(np.rint(M).astype(int))
        perm = []
        for a in range(2):
            shifts = (tau[a] @ R.T - tau) @ np.linalg.inv(lattice)
            hit = np.all(np.abs(shifts - np.rint(shifts)) < 1e-9, axis=1)
            assert hit.sum() == 1
            perm.append(int(np.flatnonzero(hit)[0]))
        site_perms.append(perm)
n_ops = len(k_ops)


def mesh(size):
    return np.array([(i, j) for i in range(size) for j in range(size)])


def index(points, size):
    return (points % size) @ np.array([size, 1])


def image_table(size):
    """Row s holds the index of the image of every mesh point under op s."""
    return np.array([index(mesh(size) @ M, size) for M in k_ops])


def orbits(table):
    """Representatives and sizes of the orbits of a group given by images."""
    return np.unique(table.min(axis=0), return_counts=True)


def bloch(k):
    phase = np.exp(1j * (k @ recip) @ bonds.T).sum(-1)
    H = np.zeros(phase.shape + (2, 2), complex)
    H[..., 0, 1] = -hop * phase
    H[..., 1, 0] = -hop * phase.conj()
    return np.linalg.eigh(H)


def summand(k, q, nu=0.0):
    """Response summand X_ab(k, q) at imaginary frequency i*nu."""
    e1, u1 = bloch(k)
    e2, u2 = bloch(k + q)
    e1, e2 = e1[..., :, None], e2[..., None, :]
    gap = e1 - e2
    x = gap / (2 * kT)
    small = np.abs(x) < 1e-5
    safe = np.where(small, 1.0, x)
    sinhc = np.where(small, 1 + x**2 / 6, np.sinh(safe) / safe)
    slope = -sinhc / (4 * kT * np.cosh((e1 - mu) / (2 * kT))
                      * np.cosh((e2 - mu) / (2 * kT)))
    if nu != 0.0:
        slope = slope * gap / (gap + 1j * nu)
    amp = u1.conj()[..., :, :, None] * u2[..., :, None, :]
    return np.einsum('...nm,...anm,...bnm->...ab', slope, amp, amp.conj())


def site_matrix(s, q_int):
    """Matrix D of op s in the small group of q, with its umklapp phases."""
    G = np.rint((q_int @ k_ops[s] - q_int) / L) @ recip
    D = np.zeros((2, 2), complex)
    for a in range(2):
        b = site_perms[s][a]
        D[b, a] = np.exp(1j * G @ tau[b])
    return D


def trace(matrix):
    return np.trace(matrix, axis1=-2, axis2=-1)


pts = mesh(L)
N = len(pts)
frac = pts / L
img = image_table(L)
X = summand(frac[None, :, :], frac[:, None, :])
chi = X.mean(axis=1)
trX = trace(X).real

# Simultaneous rotation of k and q leaves the trace unchanged, for all ops
for s in range(n_ops):
    assert np.allclose(trX[np.ix_(img[s], img[s])], trX, atol=1e-10)

# Small-group covariance and symmetrised wedge sum, for every q of the mesh
cov_error = wedge_error = 0.0
for iq in range(N):
    ops_q = np.flatnonzero(img[:, iq] == iq)
    reps, w = orbits(img[ops_q])
    total = np.zeros((2, 2), complex)
    for s in ops_q:
        D = site_matrix(s, pts[iq])
        rotated = D @ X[iq] @ D.conj().T
        cov_error = max(cov_error, np.abs(X[iq, img[s]] - rotated).max())
        total += np.einsum('k,kab->ab', w, rotated[reps])
    total /= len(ops_q) * N
    wedge_error = max(wedge_error, np.abs(total - chi[iq]).max())
    # static exchange symmetry k -> -k-q
    assert np.allclose(X[iq, index(-pts - pts[iq], L)], X[iq], atol=1e-10)
assert cov_error < 1e-10 and wedge_error < 1e-10

# Independent road: density changes of a periodic cluster, no Bloch states
H0 = np.zeros((2 * N, 2 * N))
for cell in range(N):
    for shift in bond_cells:
        i, j = 2 * cell, 2 * index(pts[cell] + shift, L) + 1
        H0[i, j] -= hop
        H0[j, i] -= hop
positions = (pts @ lattice)[:, None, :] + tau[None, :, :]


def density(V):
    e, v = np.linalg.eigh(H0 + np.diag(V.ravel()))
    return ((v**2) @ (1 / (np.exp((e - mu) / kT) + 1))).reshape(N, 2)


def density_slope(shape, step=1e-4):
    return (density(step * shape) - density(-step * shape)) / (2 * step)


def cluster_response(q_int):
    wave = np.exp(1j * positions @ (q_int @ recip / L))
    result = np.zeros((2, 2), complex)
    for b in range(2):
        shape = np.zeros((N, 2))
        shape[:, b] = 2 * wave[:, b].real
        result[:, b] = (density_slope(shape) * wave.conj()).sum(0) / N
    return result


named_q = {'M': (6, 0), 'K': (8, 4), 'half Gamma-M': (3, 0),
           'half Gamma-K': (4, 2), 'general': (4, 1)}
cluster_error = 0.0
for name in ('K', 'general'):
    q_int = np.array(named_q[name])
    diff = cluster_response(q_int) - chi[index(q_int, L)]
    cluster_error = max(cluster_error, np.abs(diff).max())
assert cluster_error < 1e-6

print(f"t = {hop:.1f} (energy unit), mu = {mu:.1f} t, kT = {kT:.1f} t")
print(f"mesh {L} x {L}, N = {N} points, |P| = {n_ops}, sites = {2*N}")
ibz, w_ibz = orbits(img)
print(f"irreducible k-points: {len(ibz)}")
print("Tr chi in 1/t, per spin and cell; q in units of b1, b2")
for name, q_tuple in named_q.items():
    q_int = np.array(q_tuple)
    iq = index(q_int, L)
    table = img[img[:, iq] == iq]
    reps, w = orbits(table)
    swapped = np.array([index(-pts[row] - q_int, L) for row in table])
    reps_x, w_x = orbits(np.vstack([table, swapped]))
    full = trX[iq].sum() / N
    assert abs(w @ trX[iq, reps] / N - full) < 1e-10
    assert abs(w_x @ trX[iq, reps_x] / N - full) < 1e-10
    wrong = w_ibz @ trX[iq, ibz] / N
    if name == 'general':
        assert len(table) == 1 and abs(wrong - full) > 1e-4
    print(f"q {name} = ({q_int[0]}/{L}, {q_int[1]}/{L}): |P_q| = {len(table)}, "
          f"wedge {len(reps)}, with exchange {len(reps_x)}")
    print(f"   Tr chi = {full:.6f}, wrongly with full-group wedge {wrong:.6f}")

# At K the site phases forbid the off-diagonal response
iK = index(np.array(named_q['K']), L)
reps, w = orbits(img[img[:, iK] == iK])
bare = np.einsum('k,kab->ab', w, X[iK, reps]) / N
assert abs(chi[iK, 0, 1]) < 1e-10 and abs(bare[0, 1]) > 1e-4
print(f"q = K: chi_AA = {chi[iK,0,0].real:.6f} 1/t, "
      f"|chi_AB| below 1e-10: {abs(chi[iK,0,1]) < 1e-10}")
print(f"q = K: |AB| of unsymmetrised wedge sum = {abs(bare[0,1]):.6f} 1/t")

# Imaginary frequency: exchange reverses nu, the small group still works
nu = 0.5
iM = index(np.array(named_q['M']), L)
X_plus = summand(frac, frac[iM], nu)
X_minus = summand(frac, frac[iM], -nu)
partner = index(-pts - pts[iM], L)
assert np.allclose(X_plus[partner], X_minus, atol=1e-10)
exchange_break = np.abs(trace(X_plus[partner] - X_plus)).max()
assert exchange_break > 1e-3
for s in np.flatnonzero(img[:, iM] == iM):
    D = site_matrix(s, pts[iM])
    assert np.allclose(X_plus[img[s]], D @ X_plus @ D.conj().T, atol=1e-10)
print(f"q = M, nu = {nu:.1f} t: largest exchange violation in Tr X = "
      f"{exchange_break:.4f} 1/t")


def pair_terms(k, k_prime):
    """Summands of chi_nn (mean over three bonds) and chi_loc (mean of sites)."""
    q = k_prime - k
    matrix = summand(k, q)
    bond_phase = np.exp(-1j * (q @ recip) @ bonds.T).sum(-1)
    neighbour = (matrix[..., 0, 1] * bond_phase).real / 3
    return neighbour, trace(matrix).real / 2


def reduced_pairs(size):
    """Pairs (k, k') kept, their weights, and (|P_k|, wedge size) per k."""
    table = image_table(size)
    first, second, weight, classes = [], [], [], []
    for k, wk in zip(*orbits(table)):
        little = table[table[:, k] == k]
        reps_k, w_k = orbits(little)
        first.append(np.full(len(reps_k), k))
        second.append(reps_k)
        weight.append(wk * w_k)
        classes.append((len(little), len(reps_k)))
    return (np.concatenate(first), np.concatenate(second),
            np.concatenate(weight), classes)


def reduced_sums(size, first, second, weight):
    k = mesh(size) / size
    return [weight @ term / size**4 for term in pair_terms(k[first], k[second])]


# Double sums: full, reduced, and single-site perturbation of the cluster
F_nn, F_loc = pair_terms(frac[:, None, :], frac[None, :, :])
nn_full, loc_full = F_nn.sum() / N**2, F_loc.sum() / N**2
first, second, weight, classes = reduced_pairs(L)
nn_reduced, loc_reduced = reduced_sums(L, first, second, weight)
one_site = np.zeros((N, 2))
one_site[0, 0] = 1.0
slopes = density_slope(one_site)
nn_cluster = slopes[index(bond_cells, L), 1].mean()
loc_cluster = slopes[0, 0]
assert weight.sum() == N**2
assert abs(nn_full - nn_reduced) < 1e-10
assert abs(loc_full - loc_reduced) < 1e-10
assert abs(nn_full - nn_cluster) < 1e-6
assert abs(loc_full - loc_cluster) < 1e-6
for s in range(n_ops):
    assert np.allclose(F_nn[np.ix_(img[s], img[s])], F_nn, atol=1e-10)

# Both k and k' restricted to irreducible zones, for each choice of the second
nn_choices = np.array([w_ibz @ F_nn[np.ix_(ibz, row[ibz])] @ w_ibz / N**2
                       for row in img])
nn_wrong = nn_choices[0]
assert abs(nn_wrong - nn_full) > 1e-4
assert np.ptp(nn_choices) > 1e-4
assert abs(nn_choices.mean() - nn_full) < 1e-10
# The local summand is invariant when k alone is rotated: restriction is exact
sublattice_weights = np.abs(bloch(frac)[1])**2
gapped = np.abs(bloch(frac)[0][:, 1]) > 1e-6
assert np.allclose(sublattice_weights[gapped], 0.5, atol=1e-10)
for row in img:
    assert np.allclose(F_loc[row], F_loc, atol=1e-10)
loc_both = w_ibz @ F_loc[np.ix_(ibz, ibz)] @ w_ibz / N**2
assert abs(loc_both - loc_full) < 1e-10

# pair weight equals |P| over the order of the common little group
common = ((img[:, first] == first) & (img[:, second] == second)).sum(axis=0)
assert np.array_equal(weight * common, np.full(len(weight), n_ops))
# the same number of terms when q is the outer variable
terms_q = 0
nn_q = 0.0
for iq, wq in zip(ibz, w_ibz):
    reps, w = orbits(img[img[:, iq] == iq])
    terms_q += len(reps)
    nn_q += wq * (w @ F_nn[reps, index(pts[reps] + pts[iq], L)]) / N**2
assert terms_q == len(weight) and abs(nn_q - nn_full) < 1e-10

print("little groups of irreducible k:")
for order in sorted({c[0] for c in classes}, reverse=True):
    sizes = [c[1] for c in classes if c[0] == order]
    assert len(set(sizes)) == 1
    print(f"   |P_k| = {order}: {len(sizes)} k-points, wedge of k' {sizes[0]}")
print(f"terms with k outer {len(weight)}, with q outer {terms_q}")
print(f"chi_nn, full double sum ({N**2} pairs) = {nn_full:.6f} 1/t")
print(f"chi_nn, reduced sum ({len(weight)} pairs) = {nn_reduced:.6f} 1/t")
print(f"chi_nn, one site of cluster perturbed = {nn_cluster:.6f} 1/t")
print(f"chi_nn, wrongly both k, k' irreducible = {nn_wrong:.6f} 1/t")
print(f"   over {n_ops} choices of the zone of k': {nn_choices.min():.6f} "
      f"to {nn_choices.max():.6f}, mean {nn_choices.mean():.6f} 1/t")
print(f"chi_loc, full double sum = {loc_full:.6f} 1/t")
print(f"chi_loc, one site of cluster perturbed = {loc_cluster:.6f} 1/t")
print(f"chi_loc, both k, k' irreducible (exact here) = {loc_both:.6f} 1/t")

# Number of pair orbits: explicit enumeration against the closed count
for size in (6, 12, 24):
    table = image_table(size)
    n = size**2
    labels = (table[0][:, None] * n + table[0][None, :])
    for row in table[1:]:
        labels = np.minimum(labels, row[:, None] * n + row[None, :])
    n_pairs = len(np.unique(labels))
    fixed = (table == np.arange(n)).sum(axis=1)
    assert n_pairs * n_ops == (fixed**2).sum() == n**2 + 6 * n + 36
    kept = reduced_pairs(size)
    assert len(kept[2]) == n_pairs
    both = np.minimum(labels, labels.T)
    reps_s, w_s = np.unique(both, return_counts=True)
    if size == L:
        assert np.allclose(F_nn, F_nn.T, atol=1e-10)
        assert abs(w_s @ F_nn.ravel()[reps_s] / N**2 - nn_full) < 1e-10
    print(f"L = {size}: irreducible k {len(orbits(table)[0])}, pairs {n_pairs}, "
          f"saving {n**2/n_pairs:.3f}, with k-k' exchange {len(reps_s)}")
    if size == 24:
        nn_fine = reduced_sums(size, *kept[:3])[0]
        print(f"chi_nn, reduced sum at L = 24: {nn_fine:.6f} 1/t")

# A mesh shifted by half a step along both axes keeps only some operations
half = np.array([0.5, 0.5])
moves = np.array([half @ M - half for M in k_ops])
kept_ops = int(np.all(np.abs(moves - np.rint(moves)) < 1e-9, axis=1).sum())
assert kept_ops == (img[:, iM] == iM).sum() < n_ops
print(f"operations kept by the half-step-shifted mesh: {kept_ops} of {n_ops}")
print(f"largest error, symmetrised wedge sums: {wedge_error:.0e} 1/t")
print(f"largest difference from cluster chi(q): {cluster_error:.0e} 1/t")
print("checks complete")
```

Printed output:

```
t = 1.0 (energy unit), mu = 0.5 t, kT = 0.2 t
mesh 12 x 12, N = 144 points, |P| = 12, sites = 288
irreducible k-points: 19
Tr chi in 1/t, per spin and cell; q in units of b1, b2
q M = (6/12, 0/12): |P_q| = 4, wedge 43, with exchange 25
   Tr chi = -0.385784, wrongly with full-group wedge -0.511552
q K = (8/12, 4/12): |P_q| = 6, wedge 31, with exchange 19
   Tr chi = -0.386639, wrongly with full-group wedge -0.289006
q half Gamma-M = (3/12, 0/12): |P_q| = 2, wedge 78, with exchange 42
   Tr chi = -0.424124, wrongly with full-group wedge -0.453709
q half Gamma-K = (4/12, 2/12): |P_q| = 2, wedge 78, with exchange 43
   Tr chi = -0.414881, wrongly with full-group wedge -0.502077
q general = (4/12, 1/12): |P_q| = 1, wedge 144, with exchange 72
   Tr chi = -0.411418, wrongly with full-group wedge -0.472022
q = K: chi_AA = -0.193319 1/t, |chi_AB| below 1e-10: True
q = K: |AB| of unsymmetrised wedge sum = 0.073013 1/t
q = M, nu = 0.5 t: largest exchange violation in Tr X = 0.2432 1/t
little groups of irreducible k:
   |P_k| = 12: 1 k-points, wedge of k' 19
   |P_k| = 6: 1 k-points, wedge of k' 31
   |P_k| = 4: 1 k-points, wedge of k' 43
   |P_k| = 2: 9 k-points, wedge of k' 78
   |P_k| = 1: 7 k-points, wedge of k' 144
terms with k outer 1803, with q outer 1803
chi_nn, full double sum (20736 pairs) = 0.032642 1/t
chi_nn, reduced sum (1803 pairs) = 0.032642 1/t
chi_nn, one site of cluster perturbed = 0.032642 1/t
chi_nn, wrongly both k, k' irreducible = 0.090152 1/t
   over 12 choices of the zone of k': -0.003263 to 0.090152, mean 0.032642 1/t
chi_loc, full double sum = -0.204146 1/t
chi_loc, one site of cluster perturbed = -0.204146 1/t
chi_loc, both k, k' irreducible (exact here) = -0.204146 1/t
L = 6: irreducible k 7, pairs 129, saving 10.047, with k-k' exchange 77
L = 12: irreducible k 19, pairs 1803, saving 11.501, with k-k' exchange 950
L = 24: irreducible k 61, pairs 27939, saving 11.875, with k-k' exchange 14162
chi_nn, reduced sum at L = 24: 0.032651 1/t
operations kept by the half-step-shifted mesh: 4 of 12
largest error, symmetrised wedge sums: 3e-16 1/t
largest difference from cluster chi(q): 7e-10 1/t
checks complete
```
